# Unrestricted G0W0 with coupled spin channels and its closed-shell limit, part 1

(Sections cited here and not found follow in the second part.)

## First half: from two spin channels to one self-energy

### The physical situation

The NH$_2$ radical has nine electrons, five of spin $\alpha$ and four of spin $\beta$. An unrestricted mean-field calculation gives the two spins different orbitals and different energies. Suppose that one $\beta$ electron is removed. The remaining electrons rearrange around the hole, and this lowers the energy needed for the removal. The hole acts on them through its charge, and the Coulomb force does not ask for the spin of the electron it acts on. Electrons of both spins therefore take part in the screening, and the rearranged $\alpha$ charge acts in turn on the $\beta$ charge.

A calculation of the ionization energy must thus keep apart two roles of spin. The electron that is removed has one definite spin. The medium that screens it has both. The G0W0 method expresses this through a Green function $G_0$ that carries a spin label and a screened interaction $W$ that carries none. These notes derive the equations that are solved in practice and show how two factors of two arise when the spin channels become identical.

### Reference and conventions

Atomic units are used in the algebra. The reference is an unrestricted Hartree–Fock (UHF) or unrestricted Kohn–Sham determinant with real orbitals $\phi_{p\sigma}(\mathbf r)$ and energies $\varepsilon_{p\sigma}$, where $\sigma$ is $\alpha$ or $\beta$. Each orbital has one definite spin, and there is no spin–orbit coupling. Indices $i,j$ denote occupied orbitals, $a,b$ virtual ones, and $p,q$ any orbital. In each spin channel all occupied energies lie below all virtual ones, so that

$$D_{ia\sigma}=\varepsilon_{a\sigma}-\varepsilon_{i\sigma}>0 .$$

Coulomb integrals are written in charge-density order, with $v=1/|\mathbf r-\mathbf r'|$:

$$(pq\sigma|rs\tau)=\iint \phi_{p\sigma}(\mathbf r)\phi_{q\sigma}(\mathbf r)\,v(\mathbf r,\mathbf r')\,\phi_{r\tau}(\mathbf r')\phi_{s\tau}(\mathbf r')\,d\mathbf r\,d\mathbf r' .$$

Both orbitals of a product have the same spin, because $v$ does not change the spin of the electron it acts on.

The time-ordered Green function of the reference is diagonal in spin:

$$G_\sigma(\mathbf r,\mathbf r';\omega)=\sum_i\frac{\phi_{i\sigma}(\mathbf r)\phi_{i\sigma}(\mathbf r')}{\omega-\varepsilon_{i\sigma}-i\eta}+\sum_a\frac{\phi_{a\sigma}(\mathbf r)\phi_{a\sigma}(\mathbf r')}{\omega-\varepsilon_{a\sigma}+i\eta},\qquad \eta\to0^+ .$$

Its occupied poles lie above the real axis and its virtual poles below. Functions of time follow the convention $f(t)=\int \frac{d\omega}{2\pi}e^{-i\omega t}f(\omega)$.

The GW approximation is taken here as a definition. The exchange self-energy is $i$ times the product of $G$ and $v$; in GW the bare $v$ is replaced by a screened $W$. In G0W0 both factors are built once from the reference. The random-phase approximation (RPA) for $W$ is

$$W=v+vP_0W,$$

where products imply integration over space and $P_0$ is the density response of independent electrons.

### The polarizability is a sum over spins

With space, spin and time combined in one label, $P_0(1,2)=-iG(1,2)G(2,1)$. Because $v$ couples to the total density, $P_0$ is summed over the spins at both its ends. A spin-diagonal $G$ makes these two spins equal, so one sum remains:

$$P_0(\mathbf r,\mathbf r';\omega)=-i\sum_\sigma\int\frac{d\omega'}{2\pi}\,G_\sigma(\mathbf r,\mathbf r';\omega+\omega')\,G_\sigma(\mathbf r',\mathbf r;\omega').$$

A transition from an occupied $\alpha$ orbital to a virtual $\beta$ orbital would need an element of $G$ between different spins. There is none, so spin-flip transitions do not enter $W$.

The frequency integral is done by residues. If both factors are occupied, or both virtual, their poles lie on one side of the axis. The contour can be closed on the other side, and the integral vanishes. Two cases remain.

*First factor virtual, second occupied.* The poles are at $\omega'=\varepsilon_a-\omega-i\eta$ and $\omega'=\varepsilon_i+i\eta$. Closing above picks up the second:

$$-i\cdot\frac{2\pi i}{2\pi}\,\frac{1}{\omega+\varepsilon_i-\varepsilon_a+i\eta}=\frac{1}{\omega-D+i\eta}.$$

*First factor occupied, second virtual.* The upper pole is now $\omega'=\varepsilon_i-\omega+i\eta$, which gives

$$-i\cdot i\,\frac{1}{\varepsilon_i-\omega-\varepsilon_a+i\eta}=-\frac{1}{\omega+D-i\eta}.$$

Multiples of $\eta$ have been written as $\eta$. The sum of the two results is $2D/(\omega^2-D^2)$, with $D$ understood as $D-i\eta$. Let $\mu=(ia\sigma)$ run over all transitions of both spins, and let $\rho_\mu=\phi_{i\sigma}\phi_{a\sigma}$. Then

$$P_0(\mathbf r,\mathbf r';\omega)=\sum_\mu\rho_\mu(\mathbf r)\,\Pi_\mu(\omega)\,\rho_\mu(\mathbf r'),\qquad \Pi_\mu=\frac{2D_\mu}{\omega^2-D_\mu^2}. \tag{1}$$

At $\omega=0$ every $\Pi_\mu$ is negative: electrons move away from a place where their potential energy is raised.

### Resummation gives one matrix for both spins

Write $W=v+v\chi v$. Inserting this in $W=v+vP_0W$ gives $\chi=P_0+P_0v\chi$. Since $P_0$ begins and ends with transition densities, so does $\chi$:

$$\chi=\sum_{\mu\nu}\rho_\mu R_{\mu\nu}\rho_\nu,\qquad R=\Pi+\Pi KR,$$

where $\Pi$ is a diagonal matrix and

$$K_{ia\sigma,jb\tau}=(ia\sigma|jb\tau),\qquad K=\begin{pmatrix}K^{\alpha\alpha}&K^{\alpha\beta}\\K^{\beta\alpha}&K^{\beta\beta}\end{pmatrix}. \tag{2}$$

The off-diagonal blocks state that an $\alpha$ charge displacement acts on the $\beta$ electrons. Iteration, $R=\Pi+\Pi K\Pi+\dots$, shows where they first matter. The term $v\Pi v$ in $W$ is of second order in the Coulomb interaction and contains no $K$. Deleting $K^{\alpha\beta}$ thus leaves second order intact and damages $W$ from third order on.

Solving for $R$ gives $R=(\Pi^{-1}-K)^{-1}$. Let $D$ also denote the diagonal matrix of the $D_\mu$. Diagonal matrices commute, so

$$\Pi^{-1}=\tfrac12D^{-1/2}(\omega^2-D^2)D^{-1/2}.$$

Writing $K=\tfrac12D^{-1/2}\,(2D^{1/2}KD^{1/2})\,D^{-1/2}$ allows the outer factors to be taken out:

$$R=2D^{1/2}(\omega^2-M)^{-1}D^{1/2},\qquad M=D^2+2D^{1/2}KD^{1/2}. \tag{3}$$

The matrix $M$ is real and symmetric and does not depend on frequency. Let its orthonormal eigenvectors be $z^m$ and its eigenvalues $\Omega_m^2$:

$$Mz^m=\Omega_m^2z^m .$$

One diagonalization then supplies $W$ at all frequencies.

The eigenvalues are positive. For a real vector $c$, the form $c^TKc$ is the integral $\iint\rho_c\,v\,\rho_c$ of the charge density $\rho_c=\sum_\mu c_\mu\rho_\mu$. In Fourier space this is an integral of $4\pi|\rho_c(\mathbf k)|^2/k^2$ with positive weight, so it cannot be negative. For a normalized $z$,

$$z^TMz=z^TD^2z+2(D^{1/2}z)^TK(D^{1/2}z)\ge D_{\min}^2 ,$$

and hence $\Omega_{\min}\ge D_{\min}$. The argument uses $D_\mu>0$. If an occupied level lies above a virtual one of the same spin, $D^{1/2}$ is no longer real and neither the positivity nor the placement of poles follows.

### Connection with the usual RPA equations

The same problem is often written with $A=D+K$, $B=K$ and two vectors $X,Y$:

$$AX+BY=\Omega X,\qquad BX+AY=-\Omega Y .$$

Adding and subtracting these equations gives

$$(D+2K)(X+Y)=\Omega(X-Y),\qquad D(X-Y)=\Omega(X+Y).$$

The second yields $X-Y=\Omega D^{-1}(X+Y)$. Put into the first, this gives $(D+2K)(X+Y)=\Omega^2D^{-1}(X+Y)$. Setting $X+Y\propto D^{1/2}z$ and multiplying from the left by $D^{1/2}$ recovers $Mz=\Omega^2z$. The normalization $X^TX-Y^TY=1$ equals $(X+Y)^T(X-Y)=1$, and it is met by

$$u^m\equiv(X+Y)^m=\Omega_m^{-1/2}D^{1/2}z^m, \tag{4}$$

because $\Omega_m(u^m)^TD^{-1}u^m=(z^m)^Tz^m=1$.

### The screened interaction as a sum over modes

The spectral form of $(\omega^2-M)^{-1}$ turns equation (3) into

$$R=\sum_m\frac{2D^{1/2}z^m(z^m)^TD^{1/2}}{\omega^2-\Omega_m^2}=\sum_m u^m(u^m)^T\frac{2\Omega_m}{\omega^2-\Omega_m^2},$$

where $D^{1/2}z^m=\Omega_m^{1/2}u^m$ was used twice. Each mode is an oscillation of charge with density $\sum_\mu u^m_\mu\rho_\mu$. Its Coulomb coupling to the product $\phi_{p\sigma}\phi_{q\sigma}$ is

$$w^m_{pq\sigma}=\sum_{jb\tau}(pq\sigma|jb\tau)\,u^m_{jb\tau}. \tag{5}$$

The sum runs over both spins $\tau$ even though $p$ and $q$ have the one spin $\sigma$. The correlation part $W_c=W-v$ has the elements

$$(pq\sigma|W_c(\omega)|pq\sigma)=\sum_m(w^m_{pq\sigma})^2\left[\frac1{\omega-\Omega_m+i\eta}-\frac1{\omega+\Omega_m-i\eta}\right]. \tag{6}$$

The signs of $\eta$ follow from those of $P_0$. Replacing each $D_\mu$ by $D_\mu-i\eta$ amounts to adding a positive infinitesimal imaginary part to $\omega^2$ in every denominator of $\Pi$. A common one may be used, since all $D_\mu$ are positive and the limit is taken at the end. It passes unchanged to $\omega^2-M$ and so to each $\omega^2-\Omega_m^2$.

### The self-energy keeps one spin

A product in time is a convolution in frequency. Since $W$ is even in frequency,

$$\Sigma_\sigma(\mathbf r,\mathbf r';\omega)=i\int\frac{d\omega'}{2\pi}\,e^{i\omega'0^+}G_\sigma(\mathbf r,\mathbf r';\omega+\omega')\,W(\mathbf r,\mathbf r';\omega').$$

The bare interaction is instantaneous, so $G_\sigma$ is needed at equal times, with the creation operator taken later. This is the limit $t\to0^-$, which in the Fourier convention above is the factor $e^{i\omega'0^+}$. For the bare part $v$, the exponential requires closing above, where the occupied poles lie. The factor $i\cdot i=-1$ gives the exchange self-energy

$$\Sigma_{x,\sigma}(\mathbf r,\mathbf r')=-\sum_i\phi_{i\sigma}(\mathbf r)\phi_{i\sigma}(\mathbf r')\,v(\mathbf r,\mathbf r').$$

For $W_c$ take the diagonal element with orbital $p\sigma$. The sum over $q$ in $G_\sigma$ brings in the elements (6). Each of the two terms of (6), multiplied by $G_\sigma$, falls off as $1/\omega'^2$, so for each term separately the contour may be closed on either side.

*Virtual $q=a$.* The pole of $G_\sigma$ lies below the axis. The first term of (6) also has its pole below, and closing above gives zero. The second term has a pole at $\omega'=-\Omega_m+i\eta$ with residue factor $-1$:

$$i\cdot i\cdot(-1)\,\frac1{\omega-\Omega_m-\varepsilon_{a\sigma}+i\eta}=\frac1{\omega-\varepsilon_{a\sigma}-\Omega_m+i\eta}.$$

*Occupied $q=i$.* The pole of $G_\sigma$ lies above, as does that of the second term of (6), so that term gives zero on closing below. The first term has a pole at $\omega'=\Omega_m-i\eta$. The clockwise contour supplies $-2\pi i$:

$$i\cdot(-i)\,\frac1{\omega+\Omega_m-\varepsilon_{i\sigma}-i\eta}=\frac1{\omega-\varepsilon_{i\sigma}+\Omega_m-i\eta}.$$

The working formula is therefore

$$\Sigma^c_{p\sigma}(\omega)=\sum_m\left[\sum_i\frac{(w^m_{pi\sigma})^2}{\omega-\varepsilon_{i\sigma}+\Omega_m-i\eta}+\sum_a\frac{(w^m_{pa\sigma})^2}{\omega-\varepsilon_{a\sigma}-\Omega_m+i\eta}\right]. \tag{7}$$

The orbitals $i$ and $a$ here have the spin of the level $p\sigma$. The modes $m$ come from the transitions of both spins.

### One electron, two orbitals

A small model shows both the strength and a defect of equation (7). Let there be one $\alpha$ electron in an orbital 1 that is even under a reflection, and one virtual orbital $2$ that is odd. There is one transition, with gap $D$ and $k=(12|12)>0$. Equations (3) to (5) give

$$\Omega^2=D^2+2Dk,\qquad u^2=\frac D\Omega,\qquad w_{12}^2=\frac{k^2D}{\Omega}.$$

The coupling $w_{11}$ contains the integral $(11|12)$ and vanishes, because its integrand is odd. At $\omega=\varepsilon_1$ what remains is

$$\Sigma^c_{1\alpha}(\varepsilon_1)=-\frac{k^2D}{\Omega(D+\Omega)}\neq0 .$$

A single electron has no partner to correlate with, so the true value is zero. The electron is here screened by its own response. This self-screening is a defect of GW with RPA screening, and it is not cured by the treatment of spin.

For an added $\beta$ electron the same mode is a real effect. The $\beta$ channel has no occupied orbitals and no transitions, yet its self-energy need not vanish, since the $\alpha$ electron can be polarized. A theory that let each spin be screened by its own channel alone would miss this.

## Second half: energies, the closed shell and two molecules

### Symbols and results carried over

Orbitals $\phi_{p\sigma}$ have energies $\varepsilon_{p\sigma}$; $i,j$ are occupied and $a,b$ virtual. The gaps $D_{ia\sigma}=\varepsilon_{a\sigma}-\varepsilon_{i\sigma}$ are positive. The matrix $K_{ia\sigma,jb\tau}=(ia\sigma|jb\tau)$ joins the transitions of both spins. The RPA modes follow from

$$(D^2+2D^{1/2}KD^{1/2})z^m=\Omega_m^2z^m,\qquad u^m=\Omega_m^{-1/2}D^{1/2}z^m .$$

Their couplings are $w^m_{pq\sigma}=\sum_{jb\tau}(pq\sigma|jb\tau)u^m_{jb\tau}$. In $\Sigma^c_{p\sigma}(\omega)$ the squared couplings stand over $\omega-\varepsilon_{i\sigma}+\Omega_m$ for occupied and over $\omega-\varepsilon_{a\sigma}-\Omega_m$ for virtual orbitals of spin $\sigma$, as in equation (7).

We now have the correlation self-energy (7), in which the orbitals carry the spin of the level while the screening modes come from the transitions of both spins. It remains to find the level energies from it, to derive the two factors of two for identical spin channels, and to apply the results to water and NH$_2$.
